# Delta error from a leaking analyser in a rotating-analyser ellipsometer

**The instrument.** Unpolarised, collimated light passes a fixed polariser at azimuth $P$, is reflected by an isotropic sample, passes an analyser whose azimuth $A$ rotates, and reaches a linear detector that responds equally to all polarisations. Azimuths are measured from the plane of incidence. The sample is described by

$$\frac{r_p}{r_s}=\tan\Psi\,e^{i\Delta},\qquad 0<\Psi<90^\circ ,$$

with the sign convention in which a mirror at normal incidence has $\Delta=180^\circ$. The polariser is ideal until part (f), and $0<P<90^\circ$.

The analyser transmits the intensity fraction 1 of light polarised along its axis and a small fraction $\varepsilon$ of light polarised across it. Each of these two components leaves with the direction of polarisation it entered with. Thus $\varepsilon$ is the ratio of crossed to parallel transmission for perfectly linear light. Take $\varepsilon=10^{-5}$.

## (a) Ideal analyser

**Question.** For $\varepsilon=0$, find the signal as a function of $A$, and show how $\Psi$ and $\Delta$ follow from its harmonics.

**Answer.** The polariser sends field components $\cos P$ and $\sin P$ along the p and s directions. After reflection, and after division by the common factor $r_s$, they are

$$E_p=\tan\Psi\,e^{i\Delta}\cos P,\qquad E_s=\sin P .$$

The analyser passes $E_\parallel=E_p\cos A+E_s\sin A$. With $\cos^2A=\tfrac12(1+\cos2A)$, $\sin^2A=\tfrac12(1-\cos2A)$ and $2\sin A\cos A=\sin2A$, the signal $I_0=|E_\parallel|^2$ is

$$I_0(A)=\tfrac12\left(|E_p|^2+|E_s|^2\right)\left[1+\alpha\cos2A+\beta\sin2A\right],$$

$$\alpha=\frac{|E_p|^2-|E_s|^2}{|E_p|^2+|E_s|^2},\qquad \beta=\frac{2\,\mathrm{Re}(E_pE_s^*)}{|E_p|^2+|E_s|^2}.$$

Define $\chi$ between 0 and $90^\circ$ by $\tan\chi=\tan\Psi/\tan P$, which is $|E_p|/|E_s|$. Dividing numerators and denominators by $|E_s|^2$ gives

$$\alpha=\frac{\tan^2\chi-1}{\tan^2\chi+1}=-\cos2\chi,\qquad \beta=\frac{2\tan\chi\cos\Delta}{\tan^2\chi+1}=\sin2\chi\cos\Delta .$$

Hence $(1+\alpha)/(1-\alpha)=\tan^2\chi$ and $1-\alpha^2=\sin^22\chi$. Since $\sin2\chi>0$,

$$\tan\Psi=\tan P\sqrt{\frac{1+\alpha}{1-\alpha}},\qquad \cos\Delta=\frac{\beta}{\sqrt{1-\alpha^2}} .$$

The instrument yields $\cos\Delta$, not the sign of $\sin\Delta$, so $\Delta$ is reported between 0 and $180^\circ$.

## (b) Effect of the leak on the harmonics

**Question.** How does a non-zero $\varepsilon$ change $\alpha$ and $\beta$? Does the phase of the leaked field matter?

**Answer.** The component across the analyser axis is

$$E_\perp=-E_p\sin A+E_s\cos A ,$$

which is $E_\parallel$ evaluated at $A+90^\circ$. It emerges with amplitude factor $\sqrt\varepsilon\,e^{i\varphi}$, where $\varphi$ is some phase. The two emerging fields are perpendicular, and the detector is blind to polarisation, so it adds their intensities. No interference term survives and $\varphi$ drops out:

$$I(A)=I_0(A)+\varepsilon I_0(A+90^\circ).$$

A shift of $A$ by $90^\circ$ reverses the signs of $\cos2A$ and $\sin2A$. The mean is therefore multiplied by $1+\varepsilon$ and the modulation by $1-\varepsilon$. The measured, normalised harmonics are

$$\alpha'=p\,\alpha,\qquad \beta'=p\,\beta,\qquad p=\frac{1-\varepsilon}{1+\varepsilon}.$$

For $\varepsilon=10^{-5}$, $1-p=2.0\times10^{-5}$.

## (c) The apparent Delta

**Question.** Let $\Psi=P=45^\circ$ and let the true $\Delta$ be $180^\circ$. The data are reduced with the formulas of part (a), as if the analyser were ideal. Find the apparent $\Psi'$ and $\Delta'$, and explain how the error scales with $\varepsilon$.

**Answer.** Here $\chi=45^\circ$, so $\alpha=0$ and $\beta=-1$. The measured values are $\alpha'=0$ and $\beta'=-p$. The first gives $\Psi'=45^\circ$, without error. The second gives $\cos\Delta'=-p$. Write $\Delta'=180^\circ-\delta$; then $\cos\delta=p$, and the half-angle identity gives

$$\tan^2\frac{\delta}{2}=\frac{1-\cos\delta}{1+\cos\delta}=\frac{1-p}{1+p}=\frac{2\varepsilon/(1+\varepsilon)}{2/(1+\varepsilon)}=\varepsilon .$$

Therefore

$$\boxed{\delta=2\arctan\sqrt\varepsilon\simeq2\sqrt\varepsilon}$$

Since $\arctan x\simeq x-x^3/3$, the approximation is off by a relative amount of about $\varepsilon/3$, which is negligible here. Numerically,

$$\delta=2\times0.003162=0.00632\ \mathrm{rad}=0.362^\circ,\qquad \Delta'=179.638^\circ .$$

The leak changes $\cos\Delta$ by only $2\times10^{-5}$, but $\cos\Delta$ is stationary at $180^\circ$: near that point $\cos\Delta'\simeq-1+\delta^2/2$. Setting $\delta^2/2=2\varepsilon$ recovers the square root. An analyser with a hundred times less leak thus has only ten times less error: $\varepsilon=10^{-4}$ gives $1.146^\circ$ and $\varepsilon=10^{-6}$ gives $0.115^\circ$. The error has one sign, because $\Delta'$ cannot be reported above $180^\circ$.

## (d) Can the trace reveal the fault?

**Question.** At the setting of part (c), can the shape of the signal distinguish a leaking analyser from an ideal analyser and a slightly different sample?

**Answer.** The leaking analyser gives a normalised signal $1-p\sin2A$. An ideal analyser with a sample of $\Psi=45^\circ$ and $\Delta=180^\circ-\delta$ gives $1-\cos\delta\,\sin2A$. Since $\cos\delta=p$, the two agree at every $A$. A scan at this single setting cannot separate them.

The true reflected light is linear. Its signal should vanish at $A=45^\circ$ and peak at $A=135^\circ$, but the leak fills the minimum:

$$\frac{I_{\min}}{I_{\max}}=\frac{1-p}{1+p}=\varepsilon .$$

An ideal analyser would find this intensity ratio for an ellipse whose axes have the amplitude ratio $\sqrt\varepsilon=0.00316$. The data reduction therefore reads linear light as slightly elliptical.

## (e) Other settings

**Question.** With $\varepsilon$ fixed, find the error (i) for true $\Delta=180^\circ$ and any $\Psi$ and $P$, and (ii) for $P=\Psi$ and any $\Delta$. Which settings reduce it?

**Answer (i).** Now $\alpha'=-p\cos2\chi$ and $\beta'=-p\sin2\chi$, so

$$\cos\delta=\frac{p\sin2\chi}{\sqrt{1-p^2\cos^22\chi}} .$$

It follows that

$$\sin^2\delta=\frac{1-p^2\cos^22\chi-p^2\sin^22\chi}{1-p^2\cos^22\chi}=\frac{1-p^2}{1-p^2\cos^22\chi}.$$

Dividing $\sin\delta$ by $\cos\delta$, and using $1-p^2=4\varepsilon/(1+\varepsilon)^2$,

$$\tan\delta=\frac{\sqrt{1-p^2}}{p\sin2\chi}=\frac{2\sqrt\varepsilon}{(1-\varepsilon)\sin2\chi}.$$

The error is smallest when $\sin2\chi=1$, that is, when $P=\Psi$ and the two reflected components have equal amplitude. For $\Psi=20^\circ$, the error is $0.564^\circ$ at $P=45^\circ$, $0.402^\circ$ at $P=30^\circ$ and $0.362^\circ$ at $P=20^\circ$. Matching $P$ to $\Psi$ removes the excess but not the basic error $2\sqrt\varepsilon$.

**Answer (ii).** With $P=\Psi$, $\alpha'=0$ and

$$\cos\Delta'=p\cos\Delta .$$

Near $180^\circ$, put $\Delta=180^\circ-x$ and $\Delta'=180^\circ-x'$, with $x$ and $x'$ small and in radians. Then $\cos x'=p\cos x$ becomes

$$1-\frac{x'^2}{2}\simeq(1-2\varepsilon)\left(1-\frac{x^2}{2}\right)\quad\Rightarrow\quad x'\simeq\sqrt{x^2+4\varepsilon}.$$

Far from $180^\circ$ and from 0, put $\Delta'=\Delta+\eta$ and expand to first order in $\eta$ and $\varepsilon$:

$$\cos\Delta-\eta\sin\Delta\simeq(1-2\varepsilon)\cos\Delta\quad\Rightarrow\quad\eta\simeq2\varepsilon\cot\Delta .$$

This linear form requires $|\sin\Delta|\gg2\sqrt\varepsilon$. The computed shifts $\Delta'-\Delta$ show the passage from one regime to the other:

| True $\Delta$ | Shift |
|---|---|
| $179.5^\circ$ | $-0.118^\circ$ |
| $179^\circ$ | $-0.064^\circ$ |
| $170^\circ$ | $-0.0065^\circ$ |
| $135^\circ$ | $-0.00115^\circ$ |
| $90^\circ$ | $0$ |

At $90^\circ$ the modulation at this setting is zero, and scaling zero by $p$ does nothing. A retarder with its axes along p and s adds its retardance to $\Delta$. If it is lossless and moves the total phase near $90^\circ$ or $270^\circ$, it suppresses this leak error. Its retardance must then be known to the accuracy wanted in $\Delta$, since an error in it is subtracted directly.

## (f) A leak quoted for a pair of prisms

**Question.** Suppose that $q=10^{-5}$ is instead the crossed-to-parallel transmission ratio of two identical prisms in unpolarised light. These prisms serve as polariser and analyser. Find the error at the setting of part (c).

**Answer.** Let each prism have leak $r$. In the crossed position, each of the two polarisations passes one prism along its axis and the other across it, which gives $r+r=2r$. In the parallel position one polarisation gives 1 and the other $r^2$. Hence

$$q=\frac{2r}{1+r^2},\qquad r\simeq\frac q2=5\times10^{-6}.$$

If only the analyser leaked, part (c) would give $2\arctan\sqrt r=0.256^\circ$.

The polariser also leaks. It emits intensity 1 at azimuth $45^\circ$ and, incoherently, intensity $r$ at $135^\circ$. The sample reverses the p component relative to s, so these produce $1-\sin2A$ and $r(1+\sin2A)$ behind an ideal analyser. Their sum is $(1+r)-(1-r)\sin2A$, so the polariser contributes a factor $(1-r)/(1+r)$ to the modulation, and the analyser contributes the same factor again. Altogether,

$$\cos\delta=\left(\frac{1-r}{1+r}\right)^2=\frac{1+r^2-2r}{1+r^2+2r}=\frac{1-q}{1+q},$$

where the last step divides by $1+r^2$. By the algebra of part (c), $\tan(\delta/2)=\sqrt q$ and $\delta=0.362^\circ$. At this setting the two readings of the specification give the same total error, but they assign it to different components. At other settings they differ: for $\Psi=20^\circ$, $P=45^\circ$ the pair reading gives $0.474^\circ$, against $0.564^\circ$ in part (e).

## (g) Correction and error budget

**Question.** Return to the leaking analyser with an ideal polariser. How well does a correction work if $\varepsilon$ is known to 10%? Is $0.36^\circ$ a realistic total error?

**Answer.** Dividing $\alpha'$ and $\beta'$ by $p$ restores the ideal harmonics. If the assumed leak is $0.9\varepsilon$, the corrected $|\cos\Delta|$ still falls short of 1 by about $2\varepsilon-1.8\varepsilon=0.2\varepsilon$. Equating this to $\delta^2/2$ gives

$$\delta\simeq2\sqrt{0.1\,\varepsilon}=0.115^\circ .$$

A 10% error in the leak therefore leaves 32% of the original error. If the assumed leak is 10% too large, $|\cos\Delta|$ exceeds 1 by $2\times10^{-6}$ and no real $\Delta$ exists.

Other small faults act in the same way. If $D=1-|\beta'|$ is the total loss of modulation at the setting of part (c), then $\delta\simeq\sqrt{2D}$. The losses add, not the angles. The analyser leak supplies $2\times10^{-5}$. The following round values are each combined with that leak alone:

- A polariser with the same leak $10^{-5}$ doubles $D$ and gives $0.51^\circ$.
- An unsubtracted background of $b=10^{-4}$ of the mean signal divides the modulation by $1+b$. Then $D\simeq1.2\times10^{-4}$ and $\delta=0.89^\circ$.
- A reading integrated over a rotation $w=1^\circ$ multiplies the modulation by $(\sin w)/w\simeq1-w^2/6$, with $w$ in radians. This adds $5.1\times10^{-5}$ to $D$ and gives $0.68^\circ$. The factor is known and can be divided out.
- A detector with response $1+s\sin2A$ to light emerging at azimuth $A$, with $s=10^{-4}$, turns the main signal into $(1-\sin2A)(1+s\sin2A)$. Its mean is $1-s/2$ and its $\sin2A$ coefficient is $-(1-s)$, so $D$ grows by about $s/2$. The result is $0.68^\circ$. With the opposite sign of $s$, $|\cos\Delta|$ exceeds 1.

An azimuth error of $1^\circ$ in either prism matters little for $\Delta$ here, because the reflected light is linear: the result becomes $0.3626^\circ$. It does move $\Psi'$ by the full $1^\circ$. At other $\Delta$ it can exceed the leak error: at $135^\circ$ an analyser offset of $1^\circ$ shifts $\Delta'$ by about $0.02^\circ$.

Shot noise also limits the harmonic analysis used here. Write $u=\sin2A$. For $N$ detected photons distributed in proportion to $1-u$, $\beta$ is estimated by the mean of $2u$ over the photons. Its variance is, neglecting the leak,

$$\frac1N\left\langle(1-u)(2u+1)^2\right\rangle_A=\frac1N\left\langle1+3u-4u^3\right\rangle_A=\frac1N ,$$

because odd powers of $u$ average to zero over a turn. For the scatter $1/\sqrt N$ to equal the leak signal $2\times10^{-5}$, this estimator needs $N=2.5\times10^9$ counts. The number belongs to the harmonic average, not to shot noise as such: a likelihood fit of the whole trace, which gives more weight to the dark minimum, needs far fewer counts if shot noise is the only noise.

**Comparison with a real instrument.** A leak of $10^{-5}$ is a rough figure for a good calcite prism in visible light. The figure alone does not fix the kind of leak. An analyser that passes the slightly elliptical combination $E_\parallel\pm i\sqrt\varepsilon\,E_\perp$ has the same crossed-to-parallel ratio and gives the same $0.362^\circ$ at $\Delta=180^\circ$. Its leak interferes with the main field, however, and for $P=\Psi$ the shift is about $\pm0.36^\circ$ at $170^\circ$ and $\pm0.26^\circ$ at $135^\circ$. Part (b) and the table of part (e) hold only for a leak that emerges perpendicular to the main field. The sample is more idealised: a metal mirror reaches $\Psi=45^\circ$, $\Delta=180^\circ$ at normal incidence, where p and s are equivalent, but departs from it at oblique incidence. For a model index with $n=1$ and $k=6$, roughly the size met in a strongly reflecting metal, and incidence at $5^\circ$, the true $\Delta$ lies $0.142^\circ$ from $180^\circ$. It is $179.858^\circ$ if the index is written $n-ik$ and $180.142^\circ$ if it is written $n+ik$; an ideal instrument reports $179.858^\circ$ in either case. The leaking analyser reports $179.611^\circ$, so the leak error falls from $0.362^\circ$ to $0.247^\circ$, as the square-root law of part (e) predicts. The background, detector and integration effects above can exceed the leak error unless they are calibrated out. The value $0.36^\circ$ is therefore the contribution of the analyser leak at one sensitive setting, not the accuracy of a complete ellipsometer. The remaining digits are in the numerical output.

## Computed values

```
analyser leak: 1.0e-05
contrast factor p, 1 - p: 1.99998e-05
measured alpha: 4.4e-17 (rounding level)
measured beta: -0.99998000
signal minimum / maximum: 1.000e-05
apparent ellipse axis ratio: 0.003162
Delta error, simulated: 0.36237 deg = 0.0063245 rad
Delta error, 2 sqrt(leak): 0.36237 deg
apparent Delta: 179.6376 deg
apparent Psi: 45.0000 deg
Delta error for leak 1e-06: 0.1146 deg
Delta error for leak 1e-04: 1.1459 deg
Psi 20 deg, P 45 deg: Delta error 0.5637 deg
Psi 20 deg, P 20 deg: Delta error 0.3624 deg
Psi 20 deg, P 30 deg: Delta error 0.4016 deg
Psi 60 deg, P 45 deg: Delta error 0.4184 deg
true Delta 179.5 deg: shift -0.11750 deg
true Delta 179.0 deg: shift -0.06362 deg
true Delta 170.0 deg: shift -0.00650 deg
true Delta 135.0 deg: shift -0.00115 deg
true Delta 90.0 deg: shift 0.00000 deg
crossed-pair ratio 1e-05: leak of each prism 5.000e-06
  error, analyser alone: 0.2562 deg
  error, both prisms: 0.3624 deg
residue if leak is taken 10% too small: 0.1146 deg
cos Delta + 1 if taken 10% too large: -2.00e-06
neglected effects, each together with the analyser leak:
  polariser leak 1e-05: error 0.5125 deg
  background 1e-04 of mean: error 0.8876 deg
  detector sensitivity 1e-04: error 0.6764 deg
  same, opposite axis: cos Delta + 1 = -2.97e-05
  reading window 1 deg: error 0.6816 deg
  analyser azimuth off 1 deg: 0.3626 deg
  polariser azimuth off 1 deg: 0.3626 deg
  scatter of beta at 1e+06 counts: 9.95e-04
  counts for scatter equal to 1 + beta: 2.50e+09
model mirror, index 1+6i, incidence 5 deg:
  true Psi 44.9882 deg, true Delta 179.8583 deg
  apparent Delta 179.6109 deg
  Delta error from the leak 0.2474 deg
```
